Powers of the PAW Overlap Operator and an Orthogonal One-Dimensional Hamiltonian

**Problem**

In the projector augmented-wave (PAW) and ultrasoft methods, the smooth wave functions ψ obey a generalized eigenvalue problem,

Hψ = εSψ,  S = 1 + Σ_a Σ_ij |p_i^a⟩ q_ij^a ⟨p_j^a|.  (1)

Here a labels atoms, H is Hermitian and each matrix q^a is Hermitian. The projectors p_i^a vanish outside the sphere of atom a, the spheres do not overlap, and the projectors of one atom are linearly independent but not orthonormal.

(a) Find, in each sphere, orthonormal combinations of the projectors that are eigenvectors of S.

(b) Find S^α for real α, and the condition under which it exists as a positive Hermitian operator.

(c) Turn (1) into an ordinary eigenvalue problem. How do its eigenvectors differ from ψ, and how much does its Hamiltonian differ from H?

(d) Carry this out for the following model, in Hartree atomic units. A periodic cell of 12 bohr holds atom A at 3.0 bohr with radius r = 1.5 bohr, and atom B at 7.0 bohr with r = 1.8 bohr. With u the distance from the atom divided by r, each atom has two normalized projectors,

p₁ ∝ (1 − u²)²,  p₂ ∝ u²(1 − u²)²  for |u| < 1.

The overlap corrections (q₁₁, q₁₂, q₂₂) are (0.6, −0.2, 0.3) for A and (−0.4, 0.1, 0.2) for B. The Hamiltonian is

H = −½ d²/dx² − Σ_a V_a exp(−d_a²) + Σ_a Σ_ij |p_i^a⟩ D_ij^a ⟨p_j^a|,

where d_a is the distance in bohr to the nearest image of atom a, V = 1.0 hartree for A and 0.6 hartree for B, and (D₁₁, D₁₂, D₂₂) is (0.5, 0.1, −0.3) hartree for A and (0.2, −0.1, 0.4) hartree for B. These are chosen parameters, not a dataset generated from real atoms.

**Hints**

1. Write the projectors of one atom as a row of kets, P = (|p₁⟩, |p₂⟩, …). Their Gram matrix is then B = P†P.

2. An orthonormal set can still be rotated by a unitary matrix. Use that freedom on the overlap correction.

3. Ask what S does to a function orthogonal to every projector.

4. For the 2×2 matrices of part (d), a trace and a determinant give the eigenvalues.

**Solution**

**(a) Eigenvectors inside the spheres.** For any nonzero coefficient vector c, c†Bc = ‖Pc‖² > 0, because the projectors are linearly independent. So B is positive definite, and B^(1/2) and B^(−1/2) exist. The set Φ = PB^(−1/2) is orthonormal:

Φ†Φ = B^(−1/2) B B^(−1/2) = 1.

Inserting P = ΦB^(1/2) into the overlap correction of this atom gives

PqP† = ΦMΦ†,  M = B^(1/2) q B^(1/2).

M is Hermitian, so M = UoU† with U unitary and o diagonal and real. Define

η = ΦU = PB^(−1/2)U.  (2)

Then η†η = U†U = 1 and PqP† = ηoη† = Σ_i |η_i⟩ o_i ⟨η_i|. The factor B^(−1/2) makes the set orthonormal; the rotation U makes the correction diagonal.

Functions belonging to different atoms have disjoint supports, so ⟨η_i^a|η_j^b⟩ = 0 for a ≠ b. The corrections of the other atoms therefore give zero on η_i^a, and

S|η_i^a⟩ = (1 + o_i^a)|η_i^a⟩.

**(b) Powers of S.** A function f orthogonal to every η is orthogonal to every p, since each p is a combination of the η of its atom. Hence Sf = f. The η and their orthogonal complement together span the whole space, so this is the full spectral decomposition of S. Raising each eigenvalue to the power α, with 1^α = 1 on the complement, gives

S^α = 1 + Σ_a Σ_i |η_i^a⟩ [(1 + o_i^a)^α − 1] ⟨η_i^a|.  (3)

S is positive definite if and only if all 1 + o_i^a > 0, and then (3) holds for every real α. In terms of the original projectors, (2) turns (3) into

S^α = 1 + Σ_a P_a X_a(α) P_a†,  X(α) = B^(−1/2)[(1 + M)^α − 1]B^(−1/2).  (4)

Three cases check this result.

For α = 1, X = B^(−1/2)MB^(−1/2) = q, which returns S.

For α = −1 and invertible q, use (1 + M)^(−1) − 1 = −(1 + M)^(−1)M = −(M^(−1) + 1)^(−1). With M^(−1) = B^(−1/2)q^(−1)B^(−1/2),

X(−1) = −[B^(1/2)(M^(−1) + 1)B^(1/2)]^(−1) = −(q^(−1) + B)^(−1).

For small M, (1 + M)^α − 1 = αM + ½α(α − 1)M² + …, and M² = B^(1/2) qBq B^(1/2), so

X(α) = αq + ½α(α − 1)qBq + ….  (5)

To first order the Gram matrix drops out. The nonorthogonality of the projectors enters at second order.

**(c) The orthogonal Hamiltonian.** Put ψ = S^(−1/2)χ in (1) and multiply from the left by S^(−1/2). On the right, S^(−1/2) S S^(−1/2) = 1, so

H_orth χ = εχ,  H_orth = S^(−1/2) H S^(−1/2),  χ = S^(1/2)ψ.

H_orth is Hermitian, the eigenvalues are unchanged, and ⟨χ|χ⟩ = ⟨ψ|S|ψ⟩. The ordinary norm of χ thus carries the norm that S assigned to ψ. By (4), S^(1/2) − 1 produces functions that vanish outside the spheres, so χ = ψ there; inside a sphere the two generally differ.

Nor is χ in general the all-electron wave function Tψ, where T is the PAW transformation. If S = T†T with T invertible, then W = TS^(−1/2) satisfies W†W = S^(−1/2)T†TS^(−1/2) = 1 and is invertible, hence unitary. So Tψ = Wχ: the two functions differ by a unitary operator, which need not be the identity.

To see how far H has changed, write S^(−1/2) = 1 + C and expand:

H_orth − H = CH + HC + CHC = C(H + HC) + HC.

For n projectors in total, C has rank at most n. The first term has its range inside that of C, and the second has rank at most n, so the change has rank at most 2n. It requires the functions Hη to be square-integrable. Here they are: (1 − u²)² and its first derivative vanish at the sphere edge, so the second derivative has a finite jump there.

**(d) The model.** The Gram matrix follows from I_k = ∫ u^(2k)(1 − u²)⁴ du over −1 < u < 1. The function u^(2k+1)(1 − u²)⁵ vanishes at both ends, so its derivative integrates to zero:

(2k + 1)(I_k − I_(k+1)) − 10 I_(k+1) = 0,  or  I_(k+1)/I_k = (2k + 1)/(2k + 11).

Thus I₁/I₀ = 1/11 and I₂/I₁ = 3/13. The overlap of the normalized projectors is

s = I₁/√(I₀I₂) = √[(1/11)/(3/13)] = √(13/33) = 0.6276.

The radius cancels, so both atoms have B₁₁ = B₂₂ = 1 and B₁₂ = s.

Since M = B^(1/2)(qB)B^(−1/2), M and qB have the same eigenvalues. Their sum is tr(qB) = q₁₁ + q₂₂ + 2s q₁₂, and their product is det q · (1 − s²), with 1 − s² = 20/33. For atom A,

sum = 0.9 − 0.2511 = 0.6489,  product = 0.14 × 20/33 = 0.08485,

o = 0.32447 ± √(0.10528 − 0.08485) = 0.1815 and 0.4674.

For atom B,

sum = −0.2 + 0.1255 = −0.0745,  product = −0.09 × 20/33 = −0.05455,

o = −0.03724 ± √(0.00139 + 0.05455) = −0.2737 and 0.1993.

All four values of 1 + o are positive, so S^(−1/2) exists. The factors (1 + o)^(−1/2) − 1 are −0.0800 and −0.1745 for A, and 0.1734 and −0.0868 for B.

The coefficient vector c of an η satisfies qBc = oc with c†Bc = 1, as follows from Mv = ov with v = B^(1/2)c. For o = 0.1815 on atom A, the first row reads

(0.6 − 0.2s)c₁ + (0.6s − 0.2)c₂ = 0.1815 c₁,

so c₂/c₁ = (0.1815 − 0.4745)/0.1766 = −1.659. Normalization gives c₁² (1 + 1.659² − 2s × 1.659) = 1, hence

η₁ = 0.774 p₁ − 1.284 p₂.

The other vector is η₂ = 1.025 p₁ − 0.041 p₂. They give, for example,

X₁₁(−½) = −0.0800 × 0.774² − 0.1745 × 1.025² = −0.231.

The first-order estimate from (5) is −q₁₁/2 = −0.300, so the higher orders matter at this size of q.

The Hamiltonian was diagonalized on 121 grid points, with wave functions periodic in the cell. The kinetic energy is built from the 121 plane waves the grid supports, while the potential and the projectors are sampled at the points. The sampled projectors of different atoms therefore keep disjoint supports, and (4) holds exactly on the grid. The four lowest energies in hartree are:

- generalized problem: −0.1282, 0.0206, 0.0608, 0.3878
- H_orth: −0.1282, 0.0206, 0.0608, 0.3878
- S replaced by 1: −0.1606, 0.0199, 0.0609, 0.3705

The lowest level is −3.49 eV. Over the whole spectrum the first two calculations differ by at most 7 × 10⁻¹³ hartree. The change H_orth − H has rank 8, which is the upper limit 2n for four projectors. With exact projector integrals and a larger plane-wave basis these levels move by at most 2 × 10⁻⁵ hartree, so the four decimals shown do not depend on the grid.

Omitting S lowers the ground level by 0.032 hartree, and the variational principle shows where this comes from. Let φ be the normalized ground state of H with S = 1. As a trial function in the generalized problem it gives −0.1282 ≤ −0.1606/⟨φ|S|φ⟩, so

⟨φ|S|φ⟩ ≥ 0.1606/0.1282 = 1.25.

The excess of at least 0.25 equals Σ o_i|⟨η_i|φ⟩|². Atom B can supply at most 0.199, its one positive o, so φ must have weight on the projectors of atom A.

One may also ask what happens if the p are treated as orthonormal, so that X = (1 + q)^(−1/2) − 1. By (5) the error in X, approximate minus exact, begins with the second-order term −⅜q(B − 1)q. In this model the full error, all orders included, amounts to 0.056 in the operator norm of S^(−1/2), and it raises the lowest level by 0.0011 hartree.

**Variation 1: projectors of different atoms overlap**

*Move atom B to 5.0 bohr, so that the spheres overlap. What replaces (4)?*

Collect all projectors in one row P = (P_A, P_B), and let Q be the block-diagonal matrix of q^A and q^B. Then S = 1 + PQP†. Within one atom, the algebra of part (a) needed only linearly independent projectors. If the projectors of all atoms together are linearly independent, as they are here, the same algebra applies to the whole row P. So (4) holds with the full Gram matrix P†P, including its blocks between atoms, and with Q in place of q. The atom-by-atom formula still gives S itself at α = 1, but already S² contains the term P_A q^A (P_A†P_B) q^B P_B†, which it misses. For S^(−1/2) its error here is 0.0090 in operator norm; the common Gram matrix reduces this to rounding error.

A plane-wave cutoff has the same effect even when the spheres are separate. If Π projects onto the retained waves, ⟨p^A|Π|p^B⟩ need not vanish although ⟨p^A|p^B⟩ = 0. With atom B back at 7.0 bohr, the atom-by-atom S^(−1/2) has an error of 4.8 × 10⁻⁴ for 9 waves and 1.3 × 10⁻⁶ for 41 waves. The lowest energy is then off by −5.3 × 10⁻⁵ and +7 × 10⁻⁸ hartree, relative to the generalized problem in the same basis. Either sign is possible, because a wrong root R amounts to using the metric R^(−2) in place of S. The errors fall with the cutoff only on average: 11 waves give a root error of about 2 × 10⁻³, larger than 9 waves do, and the energy error changes sign several times between 9 and 61 waves.

The common Gram matrix must be computed from the truncated projectors. Truncating a power afterwards is a different operation, as α = 2 shows:

ΠS²Π − (ΠSΠ)² = ΠS(1 − Π)SΠ,

which is nonzero whenever S couples retained waves to discarded ones.

**Variation 2: when S^(−1/2) does not exist**

*Keep atom A alone and set q = −κ times the unit matrix. For which κ > 0 is S positive definite? Is it enough that 1 + q is positive?*

Now M = −κB, and B has eigenvalues 1 ± s, so

1 + o = 1 − κ(1 ± s).

Positivity requires κ < 1/(1 + s) = 0.614, which is stricter than the condition κ < 1 from 1 + q. At κ = 0.7 the eigenvalues of 1 + q are both 0.3, yet the lowest eigenvalue of S is 1 − 0.7 × 1.6276 = −0.139. Diagonalizing S directly gives the same value. The combination (p₁ + p₂)/√(2 + 2s) then has negative norm under S, and no Hermitian S^(−1/2) exists. As κ approaches 0.614 from below, (1 + o)^(−1/2) diverges, so a nearly singular S already makes the transformation ill-conditioned.

For general q, the identity 1 + M = B^(1/2)(B^(−1) + q)B^(1/2) gives the condition without any square root: for separate spheres, S is positive definite exactly when B^(−1) + q is positive definite on every atom.

Table of computed values

```
cell length 12.0 bohr, grid points 121
analytic overlap of the two projectors 0.627646
atom A: centre 3.0, radius 1.5 bohr, well 1.0 hartree
  q11 q12 q22: 0.60 -0.20 0.30
  D11 D12 D22: 0.50 0.10 -0.30 hartree
  grid overlap B12: 0.627646
  M11 M12 M22: 0.441246 0.082441 0.207696
  o1 o2: 0.181527 0.467414
  (1+o)^(-1/2)-1: -0.080021 -0.174488
  eta1 = 0.773922 p1 + (-1.283870) p2
  eta2 = 1.025205 p1 + (-0.040968) p2
  X11 X12 X22 for power -1/2: -0.231323 0.086838 -0.132193
atom B: centre 7.0, radius 1.8 bohr, well 0.6 hartree
  q11 q12 q22: -0.40 0.10 0.20
  D11 D12 D22: 0.20 -0.10 0.40 hartree
  grid overlap B12: 0.627645
  M11 M12 M22: -0.270785 0.037235 0.196313
  o1 o2: -0.273735 0.199263
  (1+o)^(-1/2)-1: 0.173417 -0.086849
  eta1 = 1.241281 p1 + (-0.521800) p2
  eta2 = 0.330491 p1 + (-1.173769) p2
  X11 X12 X22 for power -1/2: 0.257711 -0.078632 -0.072437
largest closed-form power error (norm): 3.0e-15
four lowest energies in hartree:
  generalized problem: -0.128200 0.020610 0.060804 0.387848
  orthogonal H:        -0.128200 0.020610 0.060804 0.387848
  S replaced by 1:     -0.160576 0.019868 0.060864 0.370512
  p taken orthonormal: -0.127141 0.021799 0.060926 0.390668
lowest energy: -3.4885 eV
largest error over whole spectrum: 6.8e-13 hartree
S^(-1/2) error if p taken orthonormal (norm): 0.05626
rank of H_orth - H: 8
overlapping spheres: B moved to 5.0 bohr
  S^(-1/2) error, atom by atom (norm): 9.04e-03
  S^(-1/2) error, common Gram (norm): 2.2e-15
plane-wave cutoff, separated spheres:
  9 waves, 2.193 hartree: root error 4.76e-04, lowest-energy error -5.27e-05 hartree
  17 waves, 8.773 hartree: root error 5.24e-05, lowest-energy error 6.21e-07 hartree
  41 waves, 54.831 hartree: root error 1.27e-06, lowest-energy error 6.94e-08 hartree
indefinite case q = -0.7 times unit matrix, atom A only:
  lowest eigenvalue of 1+q: 0.300
  lowest eigenvalue of S: -0.139352, predicted -0.139352
```
